# Tunnelling through a parabolic barrier in hydrogen abstraction from a low-k film: a numerical check

```python
"""
Result under test: the tunnelling factor of an unbounded parabolic barrier,
    kappa = (u/2)/sin(u/2),   u = hbar*omega/(k*T),
exists only for T > Tc = h*c*nu/(2*pi*k); at and below Tc its integral diverges.
Symbols: nu = size of the imaginary frequency in wavenumbers, V0 = barrier height,
b = V0/(hbar*omega), eps = (E - V0)/(hbar*omega), P = transmission probability,
kappa = thermal quantum flux / classical over-barrier flux.
Internal units: energy hbar*omega, length sqrt(hbar/(m*omega)).
Smooth finite barriers share the height and the top curvature of the parabola.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import expit

nu = 1500.0            # cm^-1
V0_eV = 0.50           # rough barrier for H abstraction from a methyl group
dE_eV = 0.10           # size of the reaction energy used to test asymmetry
temps = [300.0, 350.0, 400.0, 450.0, 550.0]

quantum_J = const.h * const.c * nu * 100.0
quantum_eV = quantum_J / const.e
Tc = quantum_J / (2 * np.pi * const.k)
b = V0_eV / quantum_eV


def u_of(T):
    return quantum_J / (const.k * T)


def closed(u):
    return (u / 2) / np.sin(u / 2)


def parabola_integral(u, low, high=12.0):
    """u * integral of exp(-u*eps) * P(eps) between two energies."""
    f = lambda e: u * np.exp(-u * e) * expit(2 * np.pi * e)
    edges = [low] + [float(n) for n in range(int(np.floor(low)) + 1,
                                             int(np.ceil(high)))] + [high]
    return sum(quad(f, a, c, epsabs=0, epsrel=1e-11)[0]
               for a, c in zip(edges[:-1], edges[1:]))


# --- transmission of the parabola from the wave equation itself ---
def parabola_transmission(eps, X=20.0):
    n = len(eps)
    p = np.sqrt(2 * eps + X**2)
    dp = X / p
    psi = p**-0.5 + 0j
    start = np.concatenate([psi, (1j * p - dp / (2 * p)) * psi])

    def rhs(x, y):
        return np.concatenate([y[n:], -(2 * eps + x * x) * y[:n]])

    end = solve_ivp(rhs, (X, -X), start, method="DOP853",
                    rtol=1e-9, atol=1e-11).y[:, -1]
    psi, dpsi = end[:n], end[n:]
    dp = -X / p
    incoming = 0.5 * (np.sqrt(p) * psi
                      + (dpsi + dp / (2 * p) * psi) / (1j * np.sqrt(p)))
    return 1 / np.abs(incoming)**2


eps_test = np.array([-1.5, -0.5, 0.0, 0.7])
P_wave = parabola_transmission(eps_test)
P_formula = expit(2 * np.pi * eps_test)
assert np.allclose(P_wave, P_formula, rtol=2e-4, atol=0)

# --- closed form above Tc, and its first correction ---
for T in (400.0, 450.0, 550.0):
    u = u_of(T)
    assert np.isclose(parabola_integral(u, -40.0), closed(u), rtol=1e-6)
z = sp.symbols("z")
series = sp.series((z / 2) / sp.sin(z / 2), z, 0, 4).removeO()
assert sp.simplify(series - 1 - z**2 / 24) == 0
assert np.isclose(closed(u_of(350.0)), Tc / (350.0 - Tc), rtol=0.01)


# --- growth of the integral as its lower limit is moved down ---
def growth(T):
    u = u_of(T)
    return (parabola_integral(u, -12.0, -11.0)
            / parabola_integral(u, -11.0, -10.0))


growth_300 = growth(300.0)
assert growth(Tc + 5) < 1 < growth(Tc - 5)
assert np.isclose(growth_300, np.exp(u_of(300.0) - 2 * np.pi), rtol=1e-6)
assert abs(Tc - 343) < 1 and closed(u_of(300.0)) < 0


# --- parabola cut at the reactant level ---
def cut_series(u, depth, terms=12):
    n = np.arange(1, terms + 1)
    tail = (-1.0)**(n - 1) * np.exp((u - 2 * np.pi * n) * depth)
    return closed(u) - u * np.sum(tail / (2 * np.pi * n - u))


for T in (300.0, 350.0, 550.0):
    assert np.isclose(parabola_integral(u_of(T), -b),
                      cut_series(u_of(T), b), rtol=1e-7)
cut_at_Tc = parabola_integral(2 * np.pi, -b)
assert np.isclose(cut_at_Tc, 2 * np.pi * b, rtol=1e-6)


# --- smooth finite barrier, solved by Numerov integration ---
def smooth_barrier(V1, V2):
    """Forward height V1, reverse height V2, unit curvature at the top."""
    A, B = V1 - V2, (np.sqrt(V1) + np.sqrt(V2))**2
    top = (A + B) / (2 * B)
    L = top * (1 - top) * np.sqrt(2 * B)
    V = lambda x: A * expit(x / L) + B * expit(x / L) * expit(-x / L)
    return V, L, L * np.log(top / (1 - top))


def smooth_transmission(E, V1, V2, steps=7000):
    V, L, _ = smooth_barrier(V1, V2)
    x = np.linspace(30 * L, -30 * L, steps)
    h = x[0] - x[1]
    pot = V(x)
    kL, kR = np.sqrt(2 * E), np.sqrt(2 * (E - (V1 - V2)))
    old, now = np.exp(1j * kR * x[0]), np.exp(1j * kR * x[1])
    c = h * h / 6
    for i in range(1, steps - 1):
        new = (2 * (1 - 5 * c * (E - pot[i])) * now
               - (1 + c * (E - pot[i - 1])) * old) / (1 + c * (E - pot[i + 1]))
        old, now = now, new
    xa, xb = x[-2], x[-1]
    incoming = ((old * np.exp(-1j * kL * xb) - now * np.exp(-1j * kL * xa))
                / (2j * np.sin(kL * (xa - xb))))
    return kR / kL / np.abs(incoming)**2


def smooth_kappa(V1, V2, T_list):
    low = max(0.0, V1 - V2)
    node, weight = np.polynomial.legendre.leggauss(160)
    s_max = np.sqrt(V1 + 9.0 - low)
    s = 0.5 * s_max * (node + 1)
    E = low + s**2
    w = 0.5 * s_max * weight * 2 * s
    P = smooth_transmission(E, V1, V2)
    return np.array([np.sum(w * P * u_of(T) * np.exp(u_of(T) * (V1 - E)))
                     for T in T_list])


def sech2_transmission(E):
    s = np.sinh(2 * np.pi * np.sqrt(E * b))**2
    return s / (s + np.cosh(0.5 * np.pi * np.sqrt(16 * b * b - 1))**2)


d = dE_eV / quantum_eV
for V2 in (b, b - d, b + d):
    V, L, x_top = smooth_barrier(b, V2)
    step = 1e-3
    curvature = (V(x_top + step) - 2 * V(x_top) + V(x_top - step)) / step**2
    assert np.isclose(V(x_top), b, rtol=1e-10)
    assert np.isclose(curvature, -1, atol=1e-4)
E_test = np.array([0.05, 0.5, 1.5, b, b + 1])
assert np.allclose(smooth_transmission(E_test, b, b),
                   sech2_transmission(E_test), rtol=1e-4, atol=0)

smooth = smooth_kappa(b, b, temps)
u300 = u_of(300.0)
sech_flux = lambda E: u300 * np.exp(u300 * (b - E)) * sech2_transmission(E)
sech_low = quad(sech_flux, 0, b / 2, epsrel=1e-9)[0]
sech_all = sech_low + quad(sech_flux, b / 2, b + 9, epsrel=1e-9, limit=200)[0]
assert np.isclose(smooth[0], sech_all, rtol=1e-4)

endo = smooth_kappa(b, b - d, [300.0])[0]
exo = smooth_kappa(b, b + d, [300.0])[0]
endo_reversed = smooth_kappa(b - d, b, [300.0])[0]
assert np.isclose(endo, endo_reversed, rtol=1e-4)

cut_300 = parabola_integral(u300, -b)
share_cut = parabola_integral(u300, -b, -b / 2) / cut_300
share_smooth = sech_low / sech_all
wigner_300 = 1 + u300**2 / 24
assert share_cut > 0.5 > share_smooth
assert cut_300 > 2 * smooth[0]
assert closed(u_of(350.0)) > 3 * smooth[1]
assert abs(closed(u_of(550.0)) / smooth[-1] - 1) < 0.2
assert wigner_300 < smooth[0] / 2

print(f"imaginary frequency, size: {nu:.0f} cm^-1")
print(f"barrier height V0: {V0_eV:.2f} eV")
print(f"barrier quantum hbar*omega: {quantum_eV:.5f} eV")
print(f"b = V0/(hbar*omega): {b:.4f}")
print(f"divergence temperature Tc: {Tc:.2f} K")
print(f"Tc in Celsius: {Tc - const.zero_Celsius:.1f} C")
print(f"frequency that puts Tc at 300 K: {nu * 300 / Tc:.0f} cm^-1")
for scale in (0.9, 1.1):
    print(f"Tc for frequency {scale * nu:.0f} cm^-1: {scale * Tc:.1f} K")
print("parabola transmission: eps, wave equation, formula")
for e, pw, pf in zip(eps_test, P_wave, P_formula):
    print(f"  {e:5.2f}  {pw:.5e}  {pf:.5e}")
print("T (K), u, closed form, smooth finite barrier")
for T, k_smooth in zip(temps, smooth):
    print(f"  {T:.0f}  {u_of(T):.4f}  {closed(u_of(T)):.3f}  {k_smooth:.3f}")
print(f"pole estimate Tc/(T-Tc) at 350 K: {Tc / (350 - Tc):.2f}")
print(f"300 K: u/2 = {u300 / 2:.4f} rad, sin(u/2) = {np.sin(u300 / 2):.4f}")
print(f"300 K: growth per quantum of depth: {growth_300:.4f}")
print("300 K, parabola integral cut at depth (quanta): value")
for depth in (2, 4, 8, 16):
    print(f"  {depth:2d}  {parabola_integral(u300, -float(depth)):.4e}")
print(f"cut parabola at Tc: {cut_at_Tc:.3f}; 2*pi*b: {2 * np.pi * b:.3f}")
print("300 K, parabola cut at reactant level: V0 (eV), kappa")
for height in (0.40, 0.50, 0.60):
    value = parabola_integral(u300, -height / quantum_eV)
    print(f"  {height:.2f}  {value:.2f}")
print(f"300 K: flux share from lower half, cut parabola: {share_cut:.3f}")
print(f"300 K: flux share from lower half, smooth: {share_smooth:.3f}")
print(f"300 K: kappa, smooth, reaction energy +{dE_eV:.2f} eV: {endo:.2f}")
print(f"300 K: kappa, smooth, reaction energy -{dE_eV:.2f} eV: {exo:.2f}")
print(f"300 K: 1 + u^2/24: {wigner_300:.3f}")
kT_eV = const.k * 300 / const.e
print(f"300 K: kT: {kT_eV:.5f} eV")
print(f"300 K: kT ln(kappa), smooth: {kT_eV * np.log(smooth[0]):.4f} eV")
print("success")
```

Printed output:

```
imaginary frequency, size: 1500 cm^-1
barrier height V0: 0.50 eV
barrier quantum hbar*omega: 0.18598 eV
b = V0/(hbar*omega): 2.6885
divergence temperature Tc: 343.48 K
Tc in Celsius: 70.3 C
frequency that puts Tc at 300 K: 1310 cm^-1
Tc for frequency 1350 cm^-1: 309.1 K
Tc for frequency 1650 cm^-1: 377.8 K
parabola transmission: eps, wave equation, formula
  -1.50  8.06928e-05  8.06930e-05
  -0.50  4.14238e-02  4.14238e-02
   0.00  4.99999e-01  5.00000e-01
   0.70  9.87850e-01  9.87850e-01
T (K), u, closed form, smooth finite barrier
  300  7.1939  -8.179  15.283
  350  6.1662  52.733  6.585
  400  5.3954  6.282  4.024
  450  4.7959  3.542  2.938
  550  3.9239  2.122  2.034
pole estimate Tc/(T-Tc) at 350 K: 52.70
300 K: u/2 = 3.5969 rad, sin(u/2) = -0.4398
300 K: growth per quantum of depth: 2.4861
300 K, parabola integral cut at depth (quanta): value
   2  4.0643e+01
   4  2.9356e+02
   8  1.1518e+04
  16  1.6818e+07
cut parabola at Tc: 16.892; 2*pi*b: 16.892
300 K, parabola cut at reactant level: V0 (eV), kappa
  0.40  47.83
  0.50  83.22
  0.60  140.96
300 K: flux share from lower half, cut parabola: 0.775
300 K: flux share from lower half, smooth: 0.151
300 K: kappa, smooth, reaction energy +0.10 eV: 13.54
300 K: kappa, smooth, reaction energy -0.10 eV: 16.41
300 K: 1 + u^2/24: 3.156
300 K: kT: 0.02585 eV
300 K: kT ln(kappa), smooth: 0.0705 eV
success
```
